# Holes and electrons in silicon plasma dispersion at 1550 nm

In a silicon phase shifter based on a p-n junction, the optical mode can be shifted towards the n side or towards the p side. Which side is better depends, among other things, on which carrier changes the refractive index more. One argument favours electrons. The index change of a free carrier is inversely proportional to its mass, electrons in silicon are lighter than holes, so electrons should always dominate. At 1550 nm and a density of $10^{17}$ cm$^{-3}$ this argument picks the wrong carrier. The Soref-Bennett fit gives holes the larger index change, by a factor of nearly four.

## The counter-example

The fit describes the change of the refractive index of silicon at room temperature caused by added free carriers. At 1550 nm, with the density $N$ in cm$^{-3}$,

$$
\Delta n_e=-8.8\times10^{-22}\,N,\qquad
\Delta n_h=-8.5\times10^{-18}\,N^{0.8}.
$$

Both changes are negative: free carriers lower the index. "Larger" below refers to the magnitude. The comparison is made at equal densities of electrons and holes.

For $N=10^{17}$ the electron term is

$$
|\Delta n_e|=8.8\times10^{-22}\times10^{17}=8.8\times10^{-5}.
$$

For holes the power is $N^{0.8}=10^{13.6}=3.98\times10^{13}$, so

$$
|\Delta n_h|=8.5\times10^{-18}\times3.98\times10^{13}=3.38\times10^{-4}.
$$

The ratio is $3.38/0.88=3.8$. If both carriers are injected at this density and their contributions are added, holes supply 79 % of the index change. One such case is enough to refute "always".

The consequence for a device can be seen in an idealized phase shifter, with a uniform carrier density and the whole mode inside the doped silicon. A length $L$ changes the optical phase by $2\pi|\Delta n|L/\lambda$. Setting this equal to $\pi$ gives

$$
L_\pi=\frac{\lambda}{2|\Delta n|}.
$$

With $\lambda=1.55\times10^{-3}$ mm, electrons need $1.55\times10^{-3}/(2\times8.8\times10^{-5})=8.8$ mm and holes need 2.3 mm.

The companion fit for absorption is $\Delta\alpha_e=8.5\times10^{-18}N$ and $\Delta\alpha_h=6.0\times10^{-18}N$, in cm$^{-1}$. At this density it gives 0.85 and 0.60 cm$^{-1}$. The power falls as $e^{-\alpha L}$, so the loss in decibels is $10\,\alpha L/\ln 10=4.34\,\alpha L$. Over the respective $L_\pi$ this is

$$
4.34\times0.85\times0.881=3.3\ \text{dB (electrons)},\qquad
4.34\times0.60\times0.229=0.60\ \text{dB (holes)}.
$$

Most of the advantage comes from the shorter length, and a smaller part from the lower absorption. In a real waveguide both lengths also depend on the shape of the mode and on which part of it the carriers fill.

## The general statement within the fit

**Statement 1.** In the fit, holes give the larger index change for every density below

$$
N^*=\left(\frac{8.5\times10^{-18}}{8.8\times10^{-22}}\right)^5
=8.4\times10^{19}\ \text{cm}^{-3},
$$

and electrons give the larger change above it.

*Proof.* Divide the two magnitudes:

$$
R(N)=\frac{|\Delta n_h|}{|\Delta n_e|}
=\frac{8.5\times10^{-18}}{8.8\times10^{-22}}\,N^{0.8-1}
=9659\,N^{-0.2}.
$$

This decreases steadily with $N$, so it equals one at a single density. There $N^{0.2}=9659$, and the fifth power gives $N^*$. Below $N^*$ the ratio exceeds one; above it, the ratio is less than one. $\square$

The ratio is 2.4 at $10^{18}$, 1.5 at $10^{19}$ and 0.97 at $10^{20}$ cm$^{-3}$. The density $10^{17}$ is therefore not a special point.

If a device makes only a small change of density about a large bias value, what matters is the slope. Since

$$
\frac{d|\Delta n_h|}{dN}=0.8\times8.5\times10^{-18}N^{-0.2},
\qquad
\frac{d|\Delta n_e|}{dN}=8.8\times10^{-22},
$$

the ratio of slopes is $0.8\,R(N)$. It reaches one when $N^{0.2}=0.8\times9659$, that is, at $0.8^5N^*=2.8\times10^{19}$ cm$^{-3}$. Between this density and $N^*$, holes have the larger total index change, but electrons respond more strongly to a small further change.

Three cautions apply.

- The crossover is a fifth power, so a 10 % change in the ratio of coefficients moves it by a factor $1.1^5=1.6$. It is best read as "roughly $10^{20}$ cm$^{-3}$".
- The hole coefficient and its exponent belong together. At $10^{17}$, lowering the exponent by $\log_{10}(3.845)/17=0.034$ with the coefficient held fixed would remove the whole hole advantage. A change of the exponent therefore requires a new coefficient.
- The fit cannot be continued to $N\to0$. There $|\Delta n_h|/N\propto N^{-0.2}$ diverges, whereas dilute, independent carriers must each contribute a finite amount.

## What the mass argument computes

The fit shows that the conclusion is wrong, but not where the argument fails. For that, the free-carrier index is needed. Hartree atomic units are used from here on, with masses in units of the free-electron mass $m_0$.

Let a carrier of charge $-1$ and mass $m$ move in the field $E_0\cos\omega t$, without scattering. Then $m\ddot x=-E_0\cos\omega t$, and the oscillating solution is $x=E_0\cos\omega t/(m\omega^2)$. The dipole is $-x$, so the polarizability is $-1/(m\omega^2)$. A charge $+1$ gives the same result, because the charge enters twice. With $N$ carriers per volume, and $\varepsilon=1+4\pi\chi$ in these units,

$$
\Delta\varepsilon=-\frac{4\pi N W}{\omega^2},\qquad W=\frac1m .
$$

The new index satisfies $(n+\Delta n)^2=n^2+\Delta\varepsilon$. Dropping $(\Delta n)^2$ gives

$$
\Delta n=\frac{\Delta\varepsilon}{2n}=-\frac{2\pi N W}{n\,\omega^2}.
$$

At fixed mass the change is linear in $N$. An exponent of 0.8 therefore already shows that the fitted hole term is not the response of carriers with one constant mass.

For electrons, silicon has six equivalent valleys, two along each cubic axis. For a field along $x$, two valleys respond with the longitudinal mass $m_l$ and four with the transverse mass $m_t$. With equal populations,

$$
W_e=\frac{2/m_l+4/m_t}{6}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
$$

The rounded inputs $m_l=0.92$ and $m_t=0.19$ give $W_e=3.87$, a mass of 0.26. For holes moving within their bands, the calculation below gives an inverse mass of 2.78, a mass of 0.36. The mass argument thus predicts a ratio of $2.78/3.87=0.72$ in favour of electrons. Its premise is correct for motion within the bands. Its gap is that light also drives transitions between the valence bands.

## The optical mass of holes

**Statement 2.** In the six-band quadratic model of the valence bands, the inverse optical mass of holes, averaged over the three field directions, tends to $\gamma_1$ when $\omega$ is large compared with the gaps between the valence bands at the occupied $k$. This holds for any distribution of holes over the states and for any spin-orbit splitting.

**The model.** Count hole energies as positive, and write

$$
H(\mathbf k)=\tfrac12\sum_{ab}k_ak_bT_{ab}+H_{so},
$$

where $a,b$ run over $x,y,z$ and $H_{so}$ does not depend on $\mathbf k$. The matrices act on three p-like orbitals, each with two spin states. $T_{aa}$ is diagonal, with the entry $\gamma_1+4\gamma_2$ for orbital $a$ and $\gamma_1-2\gamma_2$ for the other two. For $a\ne b$, $T_{ab}=3\gamma_3(|a\rangle\langle b|+|b\rangle\langle a|)$.

**Response to a field.** A uniform field $E(t)$ along $x$ shifts the wave vector of a hole from $k_x$ to $k_x+q$, with $\dot q=E$. Define

$$
v=\frac{\partial H}{\partial k_x},\qquad D=\frac{\partial^2H}{\partial k_x^2}=T_{xx}.
$$

To first order in $q$, the Hamiltonian becomes $H+qv$ and the velocity operator becomes $v+qD$. The induced velocity has two parts: $q\langle D\rangle$, and the change of $\langle v\rangle$ caused by the perturbation $qv$.

For the second part, take $q=q_0\cos\omega t$ and a hole in band $a$. Let $d_b$ be the small amplitude in band $b$, measured relative to the phase of state $a$, and let $g=E_b-E_a$. The Schrödinger equation gives

$$
i\dot d_b=g\,d_b+v_{ba}q_0\cos\omega t .
$$

Try $d_b=A\cos\omega t+iB\sin\omega t$. The cosine terms give $-\omega B=gA+v_{ba}q_0$, and the sine terms give $-\omega A=gB$. Inserting $B=-\omega A/g$ into the first equation yields

$$
A=\frac{g\,v_{ba}q_0}{\omega^2-g^2}.
$$

The change of the mean velocity is $2\,\mathrm{Re}(v_{ab}d_b)$. The $B$ term is imaginary after multiplication by $v_{ab}$ and drops out. What remains is $q\,2g|v_{ab}|^2/(\omega^2-g^2)$.

Now sum over holes with occupations $f_a$. Exchanging $a$ and $b$ reverses the sign of $g$, so each pair enters with $f_a-f_b$. The total induced velocity per hole is $W(\omega)q$, with

$$
W(\omega)=\langle D\rangle+\frac1{N}\sum_{\text{pairs}}(f_a-f_b)\frac{2g|v_{ab}|^2}{\omega^2-g^2}.
\qquad (1)
$$

The sum includes the integral over $\mathbf k$, per volume. Since $\dot q=E$, the acceleration is $WE$: $W$ is the inverse mass that belongs in the formula for $\Delta n$.

**High frequency.** When $\omega$ is large compared with the relevant gaps, the sum in (1) falls as $1/\omega^2$, and $W\to\langle D\rangle$. Average over the three field directions and add the diagonal matrices. Each orbital receives $\gamma_1+4\gamma_2$ once and $\gamma_1-2\gamma_2$ twice:

$$
\frac13\sum_aT_{aa}=\frac{(\gamma_1+4\gamma_2)+2(\gamma_1-2\gamma_2)}3\,\mathbb 1=\gamma_1\mathbb 1 .
$$

A multiple of the unit matrix has the same expectation value in every state. The populations, the warping parameters $\gamma_2,\gamma_3$ and $H_{so}$ have dropped out. $\square$

In thermal equilibrium the distribution has cubic symmetry, the three directions are equivalent, and $W\to\gamma_1$ for each of them.

**Where the transport mass sits in this result.** Use the identity

$$
\frac{2g}{\omega^2-g^2}=-\frac2g+\frac{2\omega^2}{g(\omega^2-g^2)} .
$$

Second-order perturbation theory in a shift of $k_x$ gives the curvature of band $a$ as

$$
\frac{\partial^2E_a}{\partial k_x^2}=D_{aa}-\sum_b\frac{2|v_{ab}|^2}{E_b-E_a}.
$$

The first term of the identity therefore combines with $\langle D\rangle$ into the mean band curvature, and (1) becomes $W=W_{intra}+W_{inter}$ with

$$
W_{intra}=\frac1N\sum_af_a\frac{\partial^2E_a}{\partial k_x^2},\qquad
W_{inter}=\frac1N\sum_{\text{pairs}}(f_a-f_b)\frac{2|v_{ab}|^2\omega^2}{g(\omega^2-g^2)} .
$$

The two spin partners of each band are degenerate, but $v$ does not couple them: combined time reversal and inversion makes $v$ a multiple of the unit matrix within such a pair.

At low density $f_a\propto e^{-E_a/kT}$. Integrating by parts over $k_x$, with vanishing boundary terms, gives

$$
W_{intra}=\frac{\langle v_{aa}^2\rangle}{kT},
$$

because $\partial f_a/\partial k_x=-f_av_{aa}/kT$. This is the inverse mass that the simple argument uses.

The sign of $W_{inter}$ is the physical point. In equilibrium the lower hole band is the fuller one, so $f_a-f_b>0$ for $g>0$. Every transition with a gap below the photon energy then adds to $W$. An oscillator driven above its resonance moves in the same phase as a free charge, and so it lowers the index too. Transitions with gaps above $\omega$ act the other way.

## Numbers for silicon

The inputs are $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.4$, a spin-orbit splitting of $1.6\times10^{-3}$ hartree, $n=3.5$ and 300 K, all rounded. The photon energy is 0.0294 hartree. The effective density of the model valence bands is $2.1\times10^{19}$ cm$^{-3}$, about 200 times the carrier density, so Boltzmann occupation is justified.

Diagonalizing $H(\mathbf k)$ on a grid and summing over thermal holes gives $W_{intra}=2.78$. At very high frequency the intraband and intervalence sums together give 4.300, in agreement with $\gamma_1$. This tests Statement 2, since neither sum contains $\gamma_1$ as a prescribed result. The intervalence part is thus $4.30-2.78=1.52$, about a third of the total. The last digits depend on the rounding of the inputs: with $\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$ one finds $W_{intra}=2.85$, an intervalence share of 0.33 and an effective density of $2.6\times10^{19}$ cm$^{-3}$. The corresponding hole mass is 0.233, slightly below the electron value of 0.258. The order of the masses has reversed.

At the actual photon energy some gaps are resonant, and the sum needs a broadening $\eta$: in the denominator of $W_{inter}$, $\omega^2-g^2$ is replaced by $(\omega+i\eta)^2-g^2$, and the real part is taken. The numerator and $W_{intra}$ stay as they are. The result is $W=4.24$ for $\eta=3.7\times10^{-3}$ hartree and 4.31 for half that width. Most of this difference can be estimated without the grid. For gaps small compared with $\omega$, the broadening multiplies the intervalence part by

$$
\mathrm{Re}\,\frac{\omega^2}{(\omega+i\eta)^2}\approx1-3\frac{\eta^2}{\omega^2}.
$$

If all gaps are treated as small, the reduction for $\eta/\omega=0.125$ is $0.047\times1.52=0.07$, and for half the width it is 0.02. This accounts for about 0.05 of the difference of 0.07. This reduction belongs to the way the broadening is introduced. The same replacement in (1) would hardly change the contribution of small gaps, because there $\langle D\rangle$ is not broadened. The two values above are therefore not converged in $\eta$. Halving the width twice more gives 4.33 and 4.34, and the replacement in (1) gives 4.33 to 4.35 over the four widths. As $\eta\to0$ the model value approaches about 4.35, roughly 1 % above $\gamma_1$. The resonant transitions end about 0.9 eV into the valence band, where a quadratic model is not reliable, so this 1 % belongs to the model and is not a prediction for silicon.

The index changes follow from $\Delta n=-2\pi NW/(n\omega^2)$ with $N=1.48\times10^{-8}$ bohr$^{-3}$. For electrons,

$$
|\Delta n_e|=\frac{2\pi\times1.48\times10^{-8}\times3.87}{3.5\times(0.0294)^2}=1.2\times10^{-4},
$$

and for holes, with $W=4.24$, $1.3\times10^{-4}$. The model ratio is 1.1, compared with 0.72 for intraband motion alone.

## What remains unexplained

Intervalence transitions remove the premise that holes must respond less because they are heavier. They do not account for the fitted ratio of 3.8. The fit lies at 0.74 times the model value for electrons and at 2.6 times the model value for holes, and $2.6/0.74=3.5$ is the factor still missing from the ratio. With the narrow-width value $W\approx4.35$ in place of 4.24, these two numbers become 2.5 and 3.4.

Expressed as a mass, the fitted hole index at $10^{17}$ cm$^{-3}$ would need $W=2.59\times4.24=11$, or a mass of about 0.09. Statement 2 limits how this could arise. In the high-frequency limit of the quadratic model, moving holes from heavy to light states does not change $W$, because each state contributes $\gamma_1$ after averaging over directions. A larger share of light holes is therefore not an explanation in that limit.

The model leaves out several effects: transitions between conduction bands, changes of the main band gap and of the absorption above it, scattering, dopants, and terms beyond second order in $\mathbf k$ in the valence-band Hamiltonian. The calculation does not show how the missing factor is divided among them, or how much of it reflects uncertainty in the fit. That uncertainty is not negligible: a later refit (Nedeljkovic, Soref and Mashanovich, 2011) gives a ratio a little above three at $10^{17}$ cm$^{-3}$, with the crossover again near $10^{20}$ cm$^{-3}$. Nor does the model yield the exponent 0.8. In its high-frequency limit the hole index is linear in $N$ as long as $(\Delta n)^2$ is negligible, since $\gamma_1$ does not depend on the occupation.

For a design at 1550 nm, the two levels of description therefore have different uses. The fit supplies the index values, within the density range it was made for, and at equal densities it favours holes up to roughly $10^{20}$ cm$^{-3}$ for the total index change, but only up to about $3\times10^{19}$ cm$^{-3}$ for a small change about a large bias value. The band model shows why the transport masses cannot be used to overrule it: at this wavelength they omit about a third of the hole response that the model itself contains. The full list of values is in the numerical output below.

## Numbers as computed

```
wavelength: 1550 nm
temperature: 300 K
photon energy: 0.02940 hartree
thermal energy kT: 9.500e-04 hartree
refractive index (rounded input): 3.5
valley masses long, trans (input): 0.92, 0.19 m0
gamma1, gamma2, gamma3 (input): 4.3, 0.34, 1.4
spin-orbit splitting (input): 1.617e-03 hartree
carrier density: 1.0e+17 cm^-3
carrier density in atomic units: 1.482e-08 bohr^-3
fit |dn| electrons: 8.800e-05
fit |dn| holes: 3.384e-04
fit ratio holes/electrons: 3.845
hole share for equal densities: 79.4 %
crossover of total index changes: 8.408e+19 cm^-3
crossover of small-signal slopes: 2.755e+19 cm^-3
N=1e+18 cm^-3: |dn_e|=8.800e-04, |dn_h|=2.135e-03, ratio=2.426
N=1e+19 cm^-3: |dn_e|=8.800e-03, |dn_h|=1.347e-02, ratio=1.531
N=1e+20 cm^-3: |dn_e|=8.800e-02, |dn_h|=8.500e-02, ratio=0.966
electron inverse conductivity mass: 3.871 1/m0
electron conductivity mass: 0.2583 m0
hole inverse mass, intraband only: 2.776 1/m0
hole mass, intraband only: 0.3603 m0
hole inverse mass, high frequency: 4.3000 1/m0
hole mass, high frequency: 0.2326 m0
hole inverse mass at photon energy, broadening 3.67e-03 hartree: 4.241 1/m0
hole inverse mass at photon energy, broadening 1.84e-03 hartree: 4.311 1/m0
same, wider broadening, coarse grid: 4.241 1/m0
hole mass at photon energy, wider: 0.2358 m0
valence band effective density: 2.06e+19 cm^-3
model |dn| electrons: 1.192e-04
model |dn| holes, intraband only: 8.545e-05
model |dn| holes, high-frequency mass: 1.324e-04
model |dn| holes, at photon energy: 1.306e-04
model ratio, intraband only: 0.717
model ratio, high-frequency mass: 1.111
model ratio, at photon energy: 1.096
fit/model, electrons: 0.738
fit/model, holes at photon energy: 2.592
pi length, electrons: 8.807 mm
pi length, holes: 2.290 mm
absorption, electrons: 0.850 cm^-1
absorption, holes: 0.600 cm^-1
loss over pi length, electrons: 3.251 dB
loss over pi length, holes: 0.597 dB
```
